# Lorenz ratio of an impurity-free metal in the Bloch model

**The model.** A metal has one conduction electron per ion, with charge $-e$, energy $\varepsilon=\hbar^2k^2/2m$ and number density $n$. Electrons are scattered only by longitudinal Debye phonons, $\omega=cq$ for $q\le q_D$, which stay in thermal equilibrium. The squared coupling is $|g_q|^2=\hbar D^2q/(2\rho_m cV)$, where $D$ is the deformation potential, $\rho_m$ the mass density and $V$ the volume. The momentum transfer equals the phonon wavevector (normal processes). Both $k_BT$ and $\hbar\omega$ are much smaller than the Fermi energy $E_F$.

Write $\beta=1/k_BT$, $\xi=\beta(\varepsilon-\mu)$, $z=\beta\hbar\omega$, $\Theta=\hbar cq_D/k_B$, $x=\Theta/T$ and

$$J_n(x)=\int_0^x\frac{z^ne^z}{(e^z-1)^2}\,dz .$$

Let $\rho$ be the electrical resistivity, $\kappa$ the electronic thermal conductivity and $W=1/\kappa$. The Lorenz ratio is $L=\rho/(WT)$; its Wiedemann-Franz value is $L_0=(\pi^2/3)(k_B/e)^2$.

## Part (a)

**Question.** Linearize the Boltzmann equation. Express $\rho$ and $W$ through a one-term trial function, and decide on which side of the full solution they lie.

**Answer.** Put $f=f_0+(-\partial f_0/\partial\varepsilon)\Phi$. Since $-\partial f_0/\partial\varepsilon=\beta f_0(1-f_0)$, to first order

$$\frac{f}{1-f}=\frac{f_0}{1-f_0}(1+\beta\Phi).$$

In equilibrium the rates $k\to k'$ and $k'\to k$ are equal; call this common rate $P_{kk'}$. The net outflow from $k$ to $k'$ is therefore $\beta P_{kk'}(\Phi_k-\Phi_{k'})$, with

$$P_{kk'}=\frac{2\pi}{\hbar}|g_q|^2f_0(1-f_0')\left[N\delta(\varepsilon'-\varepsilon-\hbar\omega)+(N+1)\delta(\varepsilon'-\varepsilon+\hbar\omega)\right],$$

where $N=1/(e^z-1)$. The field gives $\dot{\mathbf k}=-e\mathbf E/\hbar$. Absorbing $\nabla\mu/e$ into $\mathbf E$, the stationary equation is

$$\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\left[e\mathbf E+(\varepsilon-\mu)\frac{\nabla T}{T}\right]=-\beta\sum_{k'}P_{kk'}(\Phi_k-\Phi_{k'}).$$

Define, with a factor 2 for spin,

$$\langle A,B\rangle=\frac2V\sum_k\left(-\frac{\partial f_0}{\partial\varepsilon}\right)AB,\qquad [A,B]=\frac{\beta}{V}\sum_{kk'}P_{kk'}(A-A')(B-B').$$

Multiply the equation by $2\varphi/V$ and sum over $k$. Because $P$ is symmetric, the right side becomes $-[\varphi,\Phi]$.

Let $u$ label components along the drive. For an electric field, $\Phi=a\varphi$ gives $a[\varphi,\varphi]=-eE\langle\varphi,v_u\rangle$. The current is $j=-ea\langle\varphi,v_u\rangle$, so

$$\rho=\frac{[\varphi,\varphi]}{e^2\langle\varphi,v_u\rangle^2}.$$

For a temperature gradient in open circuit, choose $\varphi$ with $\langle\varphi,v_u\rangle=0$, so that no charge flows and the field term drops out. The heat current is $a\langle\varphi,(\varepsilon-\mu)v_u\rangle$, and the same steps give

$$W=\frac{T[\varphi,\varphi]}{\langle\varphi,(\varepsilon-\mu)v_u\rangle^2}.$$

The full solution $\Phi_*$ for a field obeys $[\varphi,\Phi_*]=-eE\langle\varphi,v_u\rangle$ for every $\varphi$. Choosing $\varphi=\Phi_*$ gives $\sigma_*E^2=[\Phi_*,\Phi_*]$. The Schwarz inequality $[\varphi,\Phi_*]^2\le[\varphi,\varphi][\Phi_*,\Phi_*]$ then says that the trial conductivity cannot exceed $\sigma_*$. The thermal argument is identical. Both trial resistivities are upper bounds, but their ratio $L$ is not a bound.

## Part (b)

**Question.** Take $\varphi_1=k_u$ and find $\rho(T)$, including its prefactor.

**Answer.** The density of states for both spins is $3n/2E_F$, with $E_F=\hbar k_Fv_F/2$. Hence

$$\langle k_u,v_u\rangle=\frac{3n}{2E_F}\frac{k_Fv_F}{3}=\frac n\hbar,\qquad \rho=\frac{\hbar^2[\varphi_1,\varphi_1]}{e^2n^2}.$$

In the collision form both wavevectors may be given length $k_F$, because $\hbar\omega\ll E_F$. If $\alpha$ is the angle between them, $q^2=2k_F^2(1-\cos\alpha)$, so the angular measure $|d\cos\alpha|/2$ equals $q\,dq/2k_F^2$. Averaging over the direction of $u$ gives $(k_u-k_u')^2\to q^2/3$.

For absorption, $\xi'=\xi+z$. The identity

$$f(\xi)[1-f(\xi+z)]=\frac{f(\xi)-f(\xi+z)}{1-e^{-z}}$$

gives an energy integral $z/(1-e^{-z})$, since the area between two Fermi functions shifted by $z$ is $z$. Multiplying by $N$ yields $ze^z/(e^z-1)^2$. Emission contributes equally, as exchanging $k$ and $k'$ shows.

With $N_1=mk_F/(2\pi^2\hbar^2)$ states per spin, energy and volume, and with $\beta\,d\varepsilon=d\xi$,

$$[\varphi_1,\varphi_1]=VN_1^2\int_0^{q_D}\frac{q\,dq}{2k_F^2}\,\frac{2\pi}{\hbar}\,\frac{\hbar D^2q}{2\rho_mcV}\,\frac{2ze^z}{(e^z-1)^2}\,\frac{q^2}{3}.$$

The constants combine to $\pi N_1^2D^2/(3\rho_mck_F^2)=m^2D^2/(12\pi^3\hbar^4\rho_mc)$. Substituting $q=q_Dz/x$ turns $q^4dq$ into $(q_D/x)^5z^4dz$. Therefore

$$\rho=A\left(\frac T\Theta\right)^5J_5\!\left(\frac\Theta T\right),\qquad A=\frac{m^2D^2q_D^5}{12\pi^3\hbar^2\rho_mc\,e^2n^2}.$$

## Part (c)

**Question.** Take $\varphi_2=\xi k_u$ and find $W$ and $L/L_0$.

**Answer.** This function is odd in $\xi$, so it carries no charge current at leading order in $k_BT/E_F$, as open-circuit conditions require. Using $\int(-\partial f_0/\partial\varepsilon)\xi^2d\varepsilon=\pi^2/3$,

$$\langle\xi k_u,(\varepsilon-\mu)v_u\rangle=\frac{\pi^2}{3}\frac{nk_BT}{\hbar}.$$

Inserting this in $W$ and dividing by the result for $\rho$,

$$\frac L{L_0}=\frac{\pi^2}{3}\frac{[\varphi_1,\varphi_1]}{[\varphi_2,\varphi_2]}.$$

The average over the direction of $u$ is now

$$\overline{(\xi k_u-\xi'k_u')^2}=\frac{k_F^2}{3}(\xi^2+\xi'^2-2\xi\xi'\cos\alpha)=\frac13\left[k_F^2(\xi-\xi')^2+\xi\xi'q^2\right].$$

The first term comes from exchanging energy and survives without any turning. The second comes from turning.

It remains to average $\xi(\xi+z)$. Let $y=\xi+z/2$, so that $\xi(\xi+z)=y^2-z^2/4$. With $h=-f'$,

$$f(y-z/2)-f(y+z/2)=\int_{-z/2}^{z/2}h(y+s)\,ds .$$

Since $\int y^2h(y+s)dy=\pi^2/3+s^2$, the integral of $y^2$ times this difference is $z\pi^2/3+z^3/12$. Subtracting $(z^2/4)z$ leaves $z(\pi^2/3-z^2/6)$.

Thus, compared with $[\varphi_1,\varphi_1]$, the factor $q^2$ is replaced by $z^2k_F^2+(\pi^2/3-z^2/6)q^2$. But $z=xq/q_D$, so the first term is $q^2$ times the constant $x^2(k_F/q_D)^2$. Hence

$$\frac{[\varphi_2,\varphi_2]}{[\varphi_1,\varphi_1]}=x^2\frac{k_F^2}{q_D^2}+\frac{\pi^2}{3}-\frac{J_7}{6J_5},$$

and

$$W=\frac{\rho}{L_0T}B,\qquad \frac L{L_0}=\frac1B,\qquad B=1+\frac3{\pi^2}\frac{k_F^2}{q_D^2}x^2-\frac{J_7(x)}{2\pi^2J_5(x)}.$$

## Part (d)

**Question.** Find the leading temperature dependence of $\rho$, $W$ and $L$ far below and far above $\Theta$. Does the low-temperature power of $L$ depend on the trial functions?

**Answer.** For $T\ll\Theta$, extend the integrals to infinity and use $e^z/(e^z-1)^2=\sum_{l\ge1}le^{-lz}$. This gives $J_n(\infty)=n!\,\zeta(n)$, so $J_5\to124.4$, $J_7\to5082$, and the last term of $B$ tends to $-2.07$. The $x^2$ term dominates:

$$\frac L{L_0}\to\frac{\pi^2}{3}\left(\frac{q_D}{k_F}\right)^2\left(\frac T\Theta\right)^2.$$

Here $\rho\propto T^5$, while $W\propto\rho x^2/T\propto T^2$. For one electron per ion, $q_D^3=6\pi^2n$ and $k_F^3=3\pi^2n$, so $q_D/k_F=2^{1/3}$ and the coefficient of $(T/\Theta)^2$ is 5.22.

For $T\gg\Theta$, the integrand of $J_n$ is $z^{n-2}$ at leading order. Then $J_5\to x^4/4$, $J_7\to x^6/6$, and

$$B\to1+x^2\left[\frac3{\pi^2}\frac{k_F^2}{q_D^2}-\frac1{3\pi^2}\right]\to1.$$

Thus $\rho\to AT/(4\Theta)$, $W$ becomes constant, and the Wiedemann-Franz law returns.

To go beyond the trial functions, write $\Phi=k_u\chi(\xi)$ and $w=\xi'-\xi$. The reductions above give, up to a constant factor,

$$[\Phi,\Phi]\propto x^{-3}\iint K\left[(\chi-\chi')^2+\frac{q_D^2}{k_F^2}\frac{w^2}{x^2}\chi\chi'\right]d\xi\,d\xi',\qquad K=f(1-f')\frac{w^2}{|e^w-1|},$$

with $|w|<x$. The factor $x^{-3}$ comes from $q^2dq$.

A thermal gradient drives an odd $\chi$, which cannot be a nonzero constant. The first term therefore survives, the second is smaller by $x^{-2}$, and the limiting equation for the shape of $\chi$ contains no temperature. Consequently $W\propto T\,x^{-3}/T^2\propto T^2$.

An electric field drives an even $\chi$. A constant $\chi$ removes the first term and leaves a cost of order $x^{-5}$; any fixed departure from a constant would cost order $x^{-3}$. So $\chi$ tends to a constant, and the trial result for $\rho$ becomes correct as $T\to0$.

The power $L\propto T^2$ thus survives, but its coefficient changes. Numerical solution of the integral equation gives 7.9 instead of 5.2, because the full thermal conductivity is about 1.51 times the trial value in this limit.

## Part (e)

**Question.** Is the low Lorenz ratio caused by small scattering angles alone? What does a small impurity resistivity do?

**Answer.** Keep the same angles but set $\xi'=\xi$ in the electron factors. The thermal form then contains $\xi^2q^2/3$ with weight $f(1-f)$. Its energy integral is $\pi^2/3$ times the electrical one, so $L=L_0$ for any distribution of angles. Small angles alone do not break the Wiedemann-Franz law.

Energy exchange makes the difference. For $T\ll\Theta$, a typical phonon has $q$ equal to a few times $q_DT/\Theta$ and turns an electron only slightly, so many collisions are needed to destroy a charge current. The same phonon changes the electron's energy by a few $k_BT$, which is enough to degrade a heat current without turning it.

Now add elastic impurity scattering with resistivity $\rho_0$. If electrical and thermal resistivities each add (Matthiessen's rule),

$$\frac L{L_0}=\frac{\rho_0+\rho}{\rho_0+\rho B}.$$

For fixed $\rho_0>0$, both $\rho$ and $\rho B$ vanish as $T\to0$, and $L$ returns to $L_0$. When $B\gg1$, an impurity resistivity of only $\rho_0\simeq\rho$ already doubles $L$.

## Part (f)

**Question.** Apply the model to a copper-like interconnect metal: fcc cell 0.361 nm, $\Theta=340$ K, and phonon resistivity 1.70 µΩ cm at 300 K (rough values). Judge whether the $T^2$ law would be seen in a real line.

**Answer.** Four ions per cell give $k_F=13.60$ nm$^{-1}$ and $q_D=17.14$ nm$^{-1}$. Matching the resistivity at 300 K gives $A=8.27$ µΩ cm. At 10 K, $x=34$, so

$$\rho=\frac{8.27\times124.4}{34^5}=2.26\times10^{-5}\ \text{µΩ cm},$$

$$B=1+221.4-2.1=220.3,\qquad \frac L{L_0}=4.5\times10^{-3}.$$

With $L_0=2.443\times10^{-8}$ W Ω/K² and $\rho=2.26\times10^{-13}$ Ω m, $\kappa=L_0T/(\rho B)\approx4900$ W/(m K). The other temperatures follow in the same way:

| $T$ (K) | $\rho$ (µΩ cm) | $\kappa$ (W/(m K)) | $L/L_0$, trial | $L/L_0$, full |
|---|---|---|---|---|
| 300 | 1.70 | 358 | 0.831 | 0.829 |
| 77 | 0.187 | 242 | 0.241 | 0.242 |
| 20 | $7.2\times10^{-4}$ | 1240 | 0.018 | 0.027 |
| 10 | $2.3\times10^{-5}$ | 4900 | 0.0045 | 0.0068 |

The columns for $\rho$ and $\kappa$ are trial values. The close agreement of the two Lorenz ratios at 77 K is partly a cancellation: the full electrical and thermal conductivities are both about 9% above their trial values. At 300 K the limiting $T^2$ formula would give 4.1, far outside its range.

**Comparison with copper.** The model lowers $\kappa$ on cooling from 300 to 77 K: $T/\rho$ rises by a factor 2.3, but $B$ rises by 3.5. The thermal conductivity of pure copper instead rises over this interval.

An important omission is Umklapp scattering, in which the lattice takes up momentum and larger angles become possible. A simple estimate extends the transfers to $2k_F$, keeps the coupling proportional to $q^2/\omega$, and holds $\omega$ at its Debye value beyond $q_D$. With $\rho$ again fixed at 1.70 µΩ cm at 300 K, transfers beyond $q_D$ supply 91% of it. At 77 K the trial values of $L/L_0$ and $\kappa$ rise from 0.24 to 0.43 and from 242 to about 660 W/(m K), against 399 W/(m K) at 300 K, which removes the fall. Only the direction of this change should be trusted. A factor 1.5 of the gain comes from $\rho$ dropping from 0.187 to 0.124 µΩ cm, below the roughly 0.2 µΩ cm of copper. The one-term trial function is also poor here: the full equation for the same model gives about 1200 W/(m K) at 77 K. The deformation potential of 6.9 eV implied by the normal-process fit is therefore an effective parameter. This estimate freezes out Umklapp scattering at low temperature; copper's Fermi surface touches the zone boundary, so the estimate should not be trusted there.

**Residual scattering.** In a bulk sample with $\rho_0=0.017$ µΩ cm, one hundredth of the room-temperature value, part (e) with the normal-process trial values gives $L/L_0=0.77$ at 10 K instead of 0.0045. The full equation with elastic scattering included gives 0.80, and the Umklapp estimate gives 0.97, so the number is specific to the model. In the normal-process model, keeping $\rho_0$ below the phonon resistivity at 10 K would require a residual resistivity at least 75,000 times smaller than the resistivity at 300 K. This factor depends strongly on the model: the Umklapp estimate above, though unreliable at such low temperatures, would make it about 800,000.

For a 20 nm line, taking the free path equal to the width gives roughly $\rho_0=\hbar k_F/(ne^2\times20\ \text{nm})=3.3$ µΩ cm. If wall scattering is elastic and adds by Matthiessen's rule, the normal-process model gives $L/L_0$ of about 0.85 at 77 K and 0.998 at 10 K. Wall scattering obeys that rule only roughly: averaging over paths in a square wire with diffuse walls gives about 0.83 and 0.995. The Umklapp estimate with Matthiessen's rule gives 0.95 at 77 K. The $T^2$ law would not be seen in such a line; grain boundaries, if elastic, would push $L$ still closer to $L_0$.

**Phonon drag.** Even a very pure, large sample can violate the assumption of equilibrium phonons. The golden-rule decay rate of a phonon into electron excitations is

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}|g_q|^2\,\frac{Vm^2\omega}{2\pi^2\hbar^3q}=\frac{D^2m^2q}{2\pi\hbar^3\rho_m}.$$

The second factor is the sum $2\sum_k(f_k-f_{k+q})\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega)$. Its angular integral gives $m/(\hbar^2kq)$, then $k\,dk=m\,d\varepsilon/\hbar^2$, and the remaining energy integral is $\hbar\omega$.

With the deformation potential of the normal-process fit, the phonon free path $c\tau_q$ at 10 K and $z=5$ is about 68 nm, whereas the electron transport free path is 2.9 mm. These lengths are rough: if normal processes supply only 9% of the resistivity at 300 K, as in the Umklapp estimate, $D^2$ is smaller and both lengths are about eleven times larger. The phonon path at $z=5$ is then still below 1 µm; it scales as $1/z$ and is a few µm at $z=1$. Phonons can therefore return momentum to the electrons before reaching a distant boundary. In the extreme case the phonons drift with the electrons: the deviations are $ak_u$ and $aq_u$, and $a(k_u+q_u-k_u')=0$ in every normal collision. The charge current then does not decay, and $\rho=0$. The $T^5$ and $T^2$ laws for $\rho$ and $L$ thus need some other process that keeps the phonons near equilibrium without adding appreciable elastic scattering of electrons.

The remaining values are in the numerical output.

## Calculated quantities

```
Inputs: cell 0.361 nm, Debye temperature 340 K
Input phonon resistivity at 300 K: 1.70 uOhm cm
Input atomic mass: 63.5 u
Carrier density: 8.502e+22 cm^-3
kF = 13.60 nm^-1, qD = 17.14 nm^-1, qD/kF = 1.2599
Fermi energy: 7.05 eV; Debye sound speed: 2597 m/s
Prefactor A: 8.269 uOhm cm
Implied deformation potential: 6.85 eV
L0 = 2.4430e-08 W Ohm/K^2
J5(inf) = 124.431, J7(inf) = 5082.08
Low-T coefficient of (T/Theta)^2, trial: 5.222
Same coefficient, full solution: 7.895
Trial result: T (K), rho (uOhm cm), kappa (W/m/K), L/L0, T^2 law
    300 1.700e+00 358.4 8.3129e-01 4.0658e+00
     77 1.866e-01 242.5 2.4053e-01 2.6785e-01
     20 7.242e-04 1243 1.8423e-02 1.8070e-02
     10 2.265e-05 4897 4.5395e-03 4.5176e-03
      4 2.319e-07 3.048e+04 7.2337e-04 7.2282e-04
Bracket B: T (K), constant, energy-loss term, J7 term, sum
    300 1.000 0.246 -0.043 1.203
     77 1.000 3.733 -0.576 4.158
     10 1.000 221.357 -2.069 220.288
Log slopes near 4 K: rho 5.000, W 1.999, L 2.001
L/L0 at 10 K, energy exchange off: 1.0000
Full/trial: T (K), sigma ratio, kappa ratio, full L/L0
    300 1.00284 1.0004 8.2931e-01
     77 1.08642 1.0930 2.4198e-01
     20 1.04209 1.5163 2.6807e-02
     10 1.01034 1.5132 6.7989e-03
      4 1.00164 1.5122 1.0921e-03
Simple Umklapp model: T (K), rho (uOhm cm), kappa (W/m/K), L/L0
    300 1.700e+00 399.4 0.9265
     77 1.237e-01 657.4 0.4322
     20 6.936e-05 1.316e+04 0.0187
Share of transfers beyond qD in that rho at 300 K: 0.906
Residual rho, bulk sample: 0.0170 uOhm cm
Residual rho, 20 nm line (rough): 3.29 uOhm cm
L/L0 with residual: T (K), bulk sample, narrow line
     77 0.2568 0.8550
     10 0.7741 0.9985
rho(300 K)/rho(10 K), phonons only: 7.506e+04
Electron free path at 300 K: 38.7 nm
Electron transport free path at 10 K: 2.902 mm
Phonon free path on electrons, 10 K, z = 5: 68.1 nm
Longitudinal lattice kappa at 77 K: 7.91 W/m/K
Longitudinal lattice kappa at 10 K: 0.19 W/m/K
kB T/EF at 300 K: 0.00367
```
